# Casimir Free Path of a Long Square Fin with Diffuse Walls: test program

```python
# Result under test: for a long square fin of side a with four diffuse faces,
# no internal scattering and isotropic phonon speed v, the conductivity is
# kappa = C v Lam / 3 with
#   Lam = a * [ 1.5 ln(1+sqrt 2) - (sqrt 2 - 1)/2 ].
# C: heat capacity per volume; theta: angle to the fin axis;
# phi: angle in the cross-section; L: distance along a flight to a wall;
# ell: internal (bulk) free path. Lengths are in units of a until the example.
import numpy as np
from scipy.integrate import dblquad
from scipy.stats import qmc

root2 = np.sqrt(2.0)
casimir = 1.5 * np.log(1 + root2) - (root2 - 1) / 2


def wall_distances(x, y, dx, dy):
    """Distances to the x walls and y walls of the unit square along (dx, dy)."""
    to_x = np.where(dx > 0, 1 - x, x) / np.abs(dx)
    to_y = np.where(dy > 0, 1 - y, y) / np.abs(dy)
    return to_x, to_y


def back_distance(x, y, nx, ny):
    """Distance from (x, y) back to the wall for flight direction n."""
    return np.minimum(*wall_distances(x, y, -nx, -ny))


def gauss(count, low, high):
    node, weight = np.polynomial.legendre.leggauss(count)
    half = (high - low) / 2
    return low + half * (node + 1), half * weight


def path_with_bulk(ell):
    """Effective free path from chords, with internal free path ell."""
    t, wt = gauss(120, 0.0, 1.0)
    theta = np.pi / 2 * t**3
    wtheta = wt * 1.5 * np.pi * t**2
    phi, wphi = gauss(20, 0.0, np.pi / 4)
    u, wu = gauss(60, 0.0, 1.0)
    sin_t = np.sin(theta)[:, None, None]
    cos_p, sin_p = np.cos(phi), np.sin(phi)

    def along_chord(c):
        return ell * (c + ell * sin_t * np.expm1(-c / (ell * sin_t)))

    full = along_chord((1 / cos_p)[None, :, None])[:, :, 0]
    ramp = along_chord(u[None, None, :] / cos_p[None, :, None]) @ wu
    section = (cos_p - sin_p) * full + 2 * sin_p * ramp
    polar = wtheta * np.sin(theta) * np.cos(theta)**2
    return 3 / (4 * np.pi) * 16 * (polar @ section @ wphi)


# Transport equation: the back distance grows at unit rate along the flight.
direction = np.array([0.48, 0.60, 0.64])
step = 1e-5
rate = (back_distance(0.3 + step * direction[0], 0.7 + step * direction[1],
                      direction[0], direction[1])
        - back_distance(0.3, 0.7, direction[0], direction[1])) / step
assert abs(rate - 1) < 1e-8

# Direct average over section and solid angle by tracing rays in the fin.
grid = (np.arange(80) + 0.5) / 80
phis = (np.arange(160) + 0.5) * 2 * np.pi / 160
X, Y, P = np.meshgrid(grid, grid, phis, indexing="ij")
theta_nodes, theta_weights = gauss(24, 0.0, np.pi)
direct = 0.0
direct_bulk = 0.0
ell_test = 10.0
for th, w in zip(theta_nodes, theta_weights):
    L = back_distance(X, Y, np.sin(th) * np.cos(P), np.sin(th) * np.sin(P))
    factor = 1.5 * w * np.sin(th) * np.cos(th)**2
    direct += factor * L.mean()
    direct_bulk += factor * np.mean(-ell_test * np.expm1(-L / ell_test))
assert abs(direct - casimir) < 1e-3
# The bulk case is less smooth near the axis, where few polar nodes fall.
assert abs(direct_bulk - path_with_bulk(ell_test)) < 2e-3

# Section integral at one angle against the chord formula.
fine = (np.arange(1000) + 0.5) / 1000
FX, FY = np.meshgrid(fine, fine, indexing="ij")
angle = 0.5
traced_section = back_distance(FX, FY, np.cos(angle), np.sin(angle)).mean()
chord_section = (1 / (2 * np.cos(angle))
                 - np.sin(angle) / (6 * np.cos(angle)**2))
assert abs(traced_section - chord_section) < 1e-5

# Diffusion road: cosine-law flights from a wall. Theta is sampled evenly and
# reweighted, because unweighted squared displacements have infinite variance.
sample = qmc.Sobol(3, scramble=True, seed=7).random_base2(19)
start = sample[:, 0]
tangent = 2 * sample[:, 1] - 1
normal = np.sqrt(1 - tangent**2)
theta = np.pi * sample[:, 2]
weight = 2 * np.sin(theta)**2
dx, dy = np.sin(theta) * tangent, np.sin(theta) * normal
to_x, to_y = wall_distances(start, np.zeros_like(start), dx, dy)
flight = np.minimum(to_x, to_y)
mean_chord = np.mean(weight * flight)
z_squared = weight * (flight * np.cos(theta))**2
mean_z2 = np.mean(z_squared)
diffusion_path = 3 * mean_z2 / (2 * mean_chord)
assert abs(mean_chord - 1) < 2e-3
assert abs(diffusion_path - casimir) < 3e-3
landing = np.where(to_y < to_x, start + flight * dx, flight * dy)
assert abs(np.mean(weight * (landing - 0.5)**2) - 1 / 12) < 5e-4
assert abs(np.mean(weight * (landing - 0.5)**4) - 1 / 80) < 2e-4

# Share of the Casimir path from flights within 0.1 rad of the axis.
cone = 0.1
near_axis = np.minimum(theta, np.pi - theta) < cone
sampled_share = np.sum(z_squared[near_axis]) / np.sum(z_squared)
axis_share = (2 * cone + np.sin(2 * cone)) / np.pi
assert abs(sampled_share - axis_share) < 2e-3

# Round wire of unit radius, from the point-to-wall distance.
round_integral = dblquad(
    lambda p, r: r * (r * np.cos(p) + np.sqrt(1 - (r * np.sin(p))**2)),
    0, 1, 0, 2 * np.pi)[0]
round_path = 3 / (8 * np.pi) * 2 * np.pi * round_integral
assert abs(round_path - 2) < 1e-6
equal_area = round_path / np.sqrt(np.pi)

# Limits with internal scattering.
short = 0.02
short_ratio = path_with_bulk(short) / short
short_formula = 1 - 0.75 * short + 4 * short**2 / (5 * np.pi)
assert abs(short_ratio - short_formula) < 1e-5
deficit_300 = 300 * (casimir - path_with_bulk(300.0))
deficit_3000 = 3000 * (casimir - path_with_bulk(3000.0))
log_slope = (deficit_3000 - deficit_300) / np.log(10)
assert abs(log_slope - 3 / (2 * np.pi)) < 0.01

# Worked example with round model parameters.
side_nm, bulk_nm = 20.0, 200.0
heat_capacity, speed = 1.0e6, 5.0e3


def conductivity(path_nm):
    return heat_capacity * speed * path_nm * 1e-9 / 3


casimir_nm = casimir * side_nm
fin_nm = path_with_bulk(bulk_nm / side_nm) * side_nm
inverse_sum_nm = 1 / (1 / casimir_nm + 1 / bulk_nm)

print("SQUARE FIN, NO INTERNAL SCATTERING (lengths / a)")
print(f"Casimir path, closed form: {casimir:.5f}")
print(f"Casimir path, traced 3D average: {direct:.5f}")
print(f"Casimir path, wall-to-wall diffusion: {diffusion_path:.5f}")
print(f"plain mean chord, cosine law: {mean_chord:.5f}")
print(f"mean squared axial flight / a^2: {mean_z2:.5f}")
print(f"section integral / a^3 at 0.5 rad, traced: {traced_section:.5f}")
print(f"section integral / a^3 at 0.5 rad, chords: {chord_section:.5f}")
print(f"round wire path / diameter: {round_path / 2:.5f}")
print(f"equal-area circle path: {equal_area:.5f}")
print(f"circle excess over square: {100 * (equal_area / casimir - 1):.2f} %")
print(f"share of path within {cone} rad of axis: {100 * axis_share:.2f} %")
print("WITH INTERNAL SCATTERING")
print(f"path / ell at ell = {short} a, integral: {short_ratio:.6f}")
print(f"path / ell at ell = {short} a, expansion: {short_formula:.6f}")
print(f"log slope of deficit, integral: {log_slope:.4f}")
print(f"log slope of deficit, 3/(2 pi): {3 / (2 * np.pi):.4f}")
for ratio in (1.0, 10.0, 100.0, 1000.0):
    path = path_with_bulk(ratio)
    rule = 1 / (1 / casimir + 1 / ratio)
    print(f"ell/a = {ratio:.0f}: path/a = {path:.4f}, "
          f"inverse-sum rule = {rule:.4f}")
print("WORKED EXAMPLE")
print(f"side a: {side_nm:.0f} nm")
print(f"internal free path: {bulk_nm:.0f} nm")
print(f"heat capacity: {heat_capacity / 1e6:.1f} MJ/(m^3 K)")
print(f"phonon speed: {speed / 1e3:.1f} km/s")
print(f"Casimir free path: {casimir_nm:.2f} nm")
print(f"Casimir conductivity: {conductivity(casimir_nm):.2f} W/(m K)")
print(f"free path with internal scattering: {fin_nm:.2f} nm")
print(f"fin conductivity: {conductivity(fin_nm):.2f} W/(m K)")
print(f"inverse-sum free path: {inverse_sum_nm:.2f} nm")
print(f"inverse-sum conductivity: {conductivity(inverse_sum_nm):.2f} W/(m K)")
print(f"inverse-sum error: {100 * (inverse_sum_nm / fin_nm - 1):.2f} %")
print(f"bulk conductivity: {conductivity(bulk_nm):.2f} W/(m K)")
print("checks complete")
```

It prints:

```
SQUARE FIN, NO INTERNAL SCATTERING (lengths / a)
Casimir path, closed form: 1.11495
Casimir path, traced 3D average: 1.11503
Casimir path, wall-to-wall diffusion: 1.11496
plain mean chord, cosine law: 1.00000
mean squared axial flight / a^2: 0.74330
section integral / a^3 at 0.5 rad, traced: 0.46600
section integral / a^3 at 0.5 rad, chords: 0.46600
round wire path / diameter: 1.00000
equal-area circle path: 1.12838
circle excess over square: 1.20 %
share of path within 0.1 rad of axis: 12.69 %
WITH INTERNAL SCATTERING
path / ell at ell = 0.02 a, integral: 0.985102
path / ell at ell = 0.02 a, expansion: 0.985102
log slope of deficit, integral: 0.4772
log slope of deficit, 3/(2 pi): 0.4775
ell/a = 1: path/a = 0.5174, inverse-sum rule = 0.5272
ell/a = 10: path/a = 0.9592, inverse-sum rule = 1.0031
ell/a = 100: path/a = 1.0885, inverse-sum rule = 1.1027
ell/a = 1000: path/a = 1.1112, inverse-sum rule = 1.1137
WORKED EXAMPLE
side a: 20 nm
internal free path: 200 nm
heat capacity: 1.0 MJ/(m^3 K)
phonon speed: 5.0 km/s
Casimir free path: 22.30 nm
Casimir conductivity: 37.17 W/(m K)
free path with internal scattering: 19.18 nm
fin conductivity: 31.97 W/(m K)
inverse-sum free path: 20.06 nm
inverse-sum conductivity: 33.44 W/(m K)
inverse-sum error: 4.58 %
bulk conductivity: 333.33 W/(m K)
checks complete
```
